# What the level-shifted Roothaan step minimizes, part 1

(Sections cited here and not found follow in the second part.)

## I. The step and its variational problem

A Roothaan iteration builds a Fock matrix from the current orbitals, diagonalizes it, and fills the lowest eigenvectors to obtain new orbitals. Level shifting changes the matrix before it is diagonalized: the orbitals occupied at present are lowered by an energy $b$. This problem asks which function of the new orbitals the modified step optimizes, how far the step goes, and when it lowers the energy.

**Setting.** The one-particle basis is orthonormal, real and of finite dimension. An $N$-electron determinant is described by the projector $P$ on its $N$ occupied spin orbitals,
$$P^T=P,\qquad P^2=P,\qquad \operatorname{tr}P=N .$$
"Projector" below means a matrix with these properties. The Hartree–Fock energy is
$$E(P)=E_{\rm nuc}+\operatorname{tr}hP+\tfrac12\operatorname{tr}P\,G(P),$$
where $h$ is the one-electron matrix and $G$ is the linear map that gives the Coulomb and exchange matrices,
$$G(P)_{pq}=\sum_{rs}\big[(pq|rs)-(pr|sq)\big]P_{rs}.$$
The Fock matrix is $F(P)=h+G(P)$. The scalar product of two symmetric matrices is $\langle X,Y\rangle=\operatorname{tr}XY$, and $\|X\|^2=\operatorname{tr}X^2$ is the squared Frobenius norm. Atomic units are used in the algebra.

The current projector is $P_k$, and $F_k=F(P_k)$. For a shift $b>0$, the next projector $P_+$ fills the $N$ lowest eigenvectors of
$$A=F_k-bP_k .$$

### (a) Expand the energy about the current projector.

Find $E(P_k+\Delta)$ for a symmetric change $\Delta$, and identify the linear part.

**Solution.** Because $G$ is linear,
$$\begin{aligned}E(P_k+\Delta)={}&E(P_k)+\operatorname{tr}h\Delta+\tfrac12\operatorname{tr}\Delta G(P_k)\\&+\tfrac12\operatorname{tr}P_kG(\Delta)+\tfrac12\operatorname{tr}\Delta G(\Delta).\end{aligned}$$
The two mixed terms are equal. For the Coulomb part this follows from $(pq|rs)=(rs|pq)$. For the exchange part,
$$\sum_{pqrs}X_{pq}(pr|sq)Y_{rs}=\sum_{pqrs}Y_{pq}(pr|sq)X_{rs},$$
as one sees by exchanging the names $p\leftrightarrow r$ and $q\leftrightarrow s$ on the right and using $(rp|qs)=(pr|sq)$, which holds for real orbitals. The mixed terms therefore add up to $\operatorname{tr}G(P_k)\Delta$, and
$$E(P_k+\Delta)=E(P_k)+\operatorname{tr}F_k\Delta+\tfrac12\langle\Delta,G(\Delta)\rangle. \tag{1}$$
The expansion ends here because $E$ is quadratic in $P$. The linear part gives $dE=\operatorname{tr}F\,dP$, and the linearized energy change is
$$\ell(P)=\operatorname{tr}F_k(P-P_k).$$

The function $\ell$ is linear in the matrix $P$, but the set of projectors is curved. If orbitals are rotated by a small angle $\theta$, $P$ changes at orders $\theta$ and $\theta^2$, and $\ell$ keeps both. It thus contains the orbital-energy differences, while it omits the response of the Fock matrix to the change of density.

### (b) Rewrite the shifted matrix as a distance.

Show that lowering the occupied orbitals and raising the empty ones give the same step. Then express $\operatorname{tr}AP$ through $\ell(P)$ and $\|P-P_k\|^2$.

**Solution.** Raising the empty orbitals means using
$$F_k+b(1-P_k)=A+b\,1 .$$
This differs from $A$ by a multiple of the unit matrix, so the eigenvectors and their order are unchanged.

For the distance, idempotency and the fixed trace give
$$\begin{aligned}\|P-P_k\|^2&=\operatorname{tr}P^2+\operatorname{tr}P_k^2-2\operatorname{tr}PP_k\\&=2N-2\operatorname{tr}PP_k. \end{aligned}\tag{2}$$
The number $\operatorname{tr}PP_k$ counts the electrons of the new determinant that lie in the old occupied space. Half the squared distance, $N-\operatorname{tr}PP_k$, is therefore the number of electrons that have left that space.

Solving (2) for the overlap gives $-b\operatorname{tr}PP_k=\frac b2\|P-P_k\|^2-bN$. Hence
$$\begin{aligned}\operatorname{tr}AP&=\operatorname{tr}F_kP-b\operatorname{tr}P_kP\\&=\ell(P)+\operatorname{tr}F_kP_k+\tfrac b2\|P-P_k\|^2-bN .\end{aligned}$$
With the definition
$$m(P)=E(P_k)+\ell(P)+\frac b2\|P-P_k\|^2, \tag{3}$$
the functions $\operatorname{tr}AP$ and $m(P)$ differ by a constant on the set of projectors. The shift is thus an energy cost of $b$ for each electron that leaves the old occupied space. The identity relies on $P^2=P$ and on the fixed electron number. For general symmetric matrices, $\|P\|^2$ would vary and the two functions would differ by more than a constant.

### (c) Which projector minimizes $m$, and by what margin?

Let $\lambda_1\le\lambda_2\le\dots$ be the eigenvalues of $A$, with orthonormal eigenvectors $u_j$, and let $\gamma=\lambda_{N+1}-\lambda_N$ be the gap of the shifted matrix. Compare $P_+$ with an arbitrary projector $Q$.

**Solution.** Let $q_j=u_j^TQu_j$ be the occupation of $u_j$ in $Q$. Since $Q$ is a projector, $0\le q_j\le1$ and $\sum_jq_j=N$. Write $i$ for the indices $1,\dots,N$ and $a$ for the others. In $P_+$ the occupations are $1$ for $i$ and $0$ for $a$, so
$$\operatorname{tr}A(Q-P_+)=\sum_a\lambda_aq_a-\sum_i\lambda_i(1-q_i).$$
Conservation of particle number makes the two transferred amounts equal:
$$x=\sum_aq_a=\sum_i(1-q_i).$$
Every $\lambda_a$ is at least $\lambda_{N+1}$, and every $\lambda_i$ is at most $\lambda_N$. All weights are nonnegative, so
$$\operatorname{tr}A(Q-P_+)\ge(\lambda_{N+1}-\lambda_N)\,x=\gamma x .$$
The distance contains the same number $x$. By the argument that led to (2),
$$\|Q-P_+\|^2=2N-2\sum_iq_i=2x .$$
Therefore
$$m(Q)-m(P_+)=\operatorname{tr}A(Q-P_+)\ge\frac\gamma2\|Q-P_+\|^2 . \tag{4}$$

The right side is never negative, so the level-shifted step is a global minimizer of $m$ over all rank-$N$ projectors. This is the linearized energy plus $b/2$ times the squared Frobenius distance to the previous projector. If $\gamma>0$, equality of the two values of $m$ forces $Q=P_+$, and the minimizer is unique. If $\gamma=0$, the orbitals below the degenerate level $\lambda_N$ are filled, those above are empty, and the remaining electrons may occupy any subspace of the right dimension within the degenerate level.

### (d) Carry the factor $b/2$ over to a closed shell and to a nonorthogonal basis.

**Solution.** In a closed shell, each of $N/2$ spatial orbitals holds two electrons. Let $p$ be the spatial projector, with trace $N/2$. The spin-orbital projector consists of two equal blocks $p$, one for each spin, and the Fock matrix consists of two equal blocks $f$. Traces over spin orbitals are twice the spatial traces:
$$\operatorname{tr}F_k(P-P_k)=2\operatorname{tr}f_k(p-p_k),\qquad\|P-P_k\|^2=2\|p-p_k\|^2 .$$
The model (3) becomes
$$m=E(P_k)+2\operatorname{tr}f_k(p-p_k)+b\,\|p-p_k\|^2 . \tag{5}$$
The prefactor of the penalty is now $b$, while the matrix to be diagonalized is still $f_k-bp_k$. The statement with $b/2$ thus belongs to spin-orbital projectors, or to a closed-shell energy divided by two.

For atomic orbitals with overlap matrix $S$, let $c=S^{-1/2}u$ be the coefficients of an orbital $u$. The spatial density built from these coefficients is $D=S^{-1/2}pS^{-1/2}$, which is half the closed-shell density matrix. The Fock matrix is $f^{\rm AO}=S^{1/2}fS^{1/2}$. Multiplying $(f_k-bp_k)u=\lambda u$ from the left by $S^{1/2}$ and inserting $u=S^{1/2}c$ gives
$$\big(f_k^{\rm AO}-b\,SD_kS\big)c=\lambda Sc,$$
because $S^{1/2}p_kS^{1/2}=SD_kS$. The distance in the model remains the one between orthonormalized projectors, not the Frobenius distance between the matrices $D$.

### (e) In what sense is this a proximal step?

Complete the square in (3), and compare the result with a minimization of the full energy.

**Solution.** Expanding a square gives
$$\frac b2\Big\|P-P_k+\frac{F_k}b\Big\|^2=\frac b2\|P-P_k\|^2+\ell(P)+\frac{\|F_k\|^2}{2b}.$$
The last term does not depend on $P$. Hence $P_+$ is a projector nearest to the matrix $P_k-F_k/b$. The step moves from $P_k$ against the energy gradient by the length factor $1/b$, and then returns to the nearest admissible point.

A proximal-point step would minimize $E(P)+\frac b2\|P-P_k\|^2$ with the full energy. The level-shifted step replaces $E$ by its linearization, so it is a proximal-linearized step, also called a projected-gradient step. The set of projectors is not convex, and convergence theorems for convex problems do not carry over by themselves. The minimization within one step is nevertheless solved globally, by one diagonalization, as part (c) shows.

### (f) In what sense is it a trust-region step?

Let $r=\|P_+-P_k\|$. Show what $P_+$ minimizes among the projectors within distance $r$ of $P_k$. Find how $r$ depends on $b$, and decide whether every radius can be reached.

**Solution.** Take any projector $Q$ with $\|Q-P_k\|\le r$. Since $m(P_+)\le m(Q)$,
$$\ell(P_+)+\frac b2r^2\le\ell(Q)+\frac b2\|Q-P_k\|^2\le\ell(Q)+\frac b2r^2 ,$$
so $\ell(P_+)\le\ell(Q)$. The step minimizes the linearized energy inside the ball whose radius is the step length. The shift plays the part of the Lagrange multiplier of the distance constraint.

Now let $b_1<b_2$, with minimizers at distances $d_1,d_2$ and linear changes $\ell_1,\ell_2$. Each is optimal for its own shift:
$$\ell_1+\tfrac{b_1}2d_1^2\le\ell_2+\tfrac{b_1}2d_2^2,\qquad \ell_2+\tfrac{b_2}2d_2^2\le\ell_1+\tfrac{b_2}2d_1^2 .$$
Adding the two and cancelling $\ell_1+\ell_2$ leaves $(b_2-b_1)(d_1^2-d_2^2)\ge0$, so $d_2\le d_1$. A larger shift never gives a longer step. Comparison with $Q=P_k$, where $\ell=0$, also gives $\frac b2r^2\le-\ell(P_+)\le M$, where $-M$ is the minimum of $\ell$ over all projectors. Thus $r\le\sqrt{2M/b}$, which tends to zero for large $b$.

For the converse, choose a radius $r$ between zero and the length of the unshifted step. Let $b_*$ be the supremum of the shifts $b\ge0$ that have a minimizer at distance at least $r$. It is finite by the last bound. The set of projectors is closed and bounded, and $m$ is continuous in $b$ and $P$, so limits of minimizers are minimizers. Approaching $b_*$ through shifts of the defining set gives a minimizer at $b_*$ with distance at least $r$. Approaching it from above gives one with distance at most $r$. By part (c), the minimizers at $b_*$ differ by the choice of a subspace inside one degenerate level. Subspaces of equal dimension can be rotated continuously into one another, so the distance takes every value in between, including $r$. Every such radius is therefore reached by some shift and some minimizer.

Two orbitals show both the smooth case and the jump. Let one electron occupy orbital $i$, with diagonal elements $\varepsilon_i,\varepsilon_a$ of $F_k$ and coupling $f$. The trial orbital $\cos\theta\,|i\rangle-\sin\theta\,|a\rangle$ gives
$$m-E(P_k)=(\varepsilon_a-\varepsilon_i+b)\sin^2\theta-f\sin2\theta ,$$
since the squared distance is $2\sin^2\theta$. Setting the derivative to zero yields
$$\tan2\theta=\frac{2f}{\varepsilon_a-\varepsilon_i+b}.$$
For $f\ne0$ the angle of the minimum varies continuously with $b$. For $f=0$ and $\varepsilon_a-\varepsilon_i=-1$, the model is $(b-1)\sin^2\theta$. The electron moves entirely to $a$ for $b<1$ and stays in $i$ for $b>1$, and at $b=1$ all angles are equally good.

Level shifting with a preset $b$ lacks one element of a trust-region algorithm: the radius is not adjusted by comparing the predicted with the true energy change. Each step solves a trust-region subproblem, but this alone does not ensure that the energy falls.

## II. Descent, fixed points and two examples

From the first half: $P_k$ is the current spin-orbital projector of rank $N$, $F_k$ its Fock matrix and $b>0$ the shift. The new projector $P_+$ fills the $N$ lowest eigenvectors of $A=F_k-bP_k$, whose gap above the filled levels is $\gamma$. With $\Delta=P_+-P_k$ and $d=\|\Delta\|$, the results needed are
$$E(P_+)-E(P_k)=\operatorname{tr}F_k\Delta+\tfrac12\langle\Delta,G(\Delta)\rangle, \tag{1}$$
$$d^2=2N-2\operatorname{tr}P_+P_k, \tag{2}$$
$$\operatorname{tr}A(Q-P_+)\ge\tfrac\gamma2\|Q-P_+\|^2 \tag{4}$$
for every rank-$N$ projector $Q$. The step minimizes $\operatorname{tr}F_k(P-P_k)+\frac b2\|P-P_k\|^2$. For a closed shell with spatial projector $p$ and Fock matrix $f$, the linear term is $2\operatorname{tr}f_k(p-p_k)$, and the squared spin-orbital distance is $2\|p-p_k\|^2$.

### (g) What does the step become for a large shift?

Find $P_+$ to first order in $1/b$.

**Solution.** Dividing $A$ by $b$ does not change its eigenvectors, so $P_+$ fills the lowest levels of $-P_k+F_k/b$. The matrix $-P_k$ has eigenvalue $-1$ on the occupied space and $0$ on the rest. Its gap is one, and for large $b$ the projector has a power series
$$P_+=P_k+\frac Xb+O(b^{-2}).$$
Write $P=P_k$, $F=F_k$ and $R=1-P$. At order $1/b$, the condition $P_+^2=P_+$ reads $PX+XP=X$. Multiplying by $P$ on both sides gives $2PXP=PXP$, so $PXP=0$. Multiplying by $R$ on both sides gives $RXR=0$. Only the blocks between occupied and empty orbitals remain.

The projector also commutes with the matrix whose eigenvectors it fills. At order $1/b$ this says
$$-[P,X]+[F,P]=0 .$$
The block with $P$ on the left and $R$ on the right gives $PXR=-PFR$. The opposite block gives $-RXP=RFP$. Hence
$$X=-(PFR+RFP).$$
The double commutator has the same content, because $FP=PFP+RFP$ and $PF=PFP+PFR$:
$$[[F,P],P]=FP-2PFP+PF=RFP+PFR .$$
The result is
$$P_+=P_k-\frac1b\,[[F_k,P_k],P_k]+O(b^{-2}). \tag{6}$$

The matrices with $PX+XP=X$ are the tangent directions at $P_k$, and $PFR+RFP$ is the orthogonal projection of $F_k$ on them. It is the energy gradient along the set of projectors, so (6) is a steepest-descent step of length factor $1/b$.

At moderate $b$ the orbital energies still matter. Diagonalize the occupied and empty blocks of $F_k$ separately, with eigenvalues $\varepsilon_i$ and $\varepsilon_a$. If the couplings $F_{ai}$ are small compared with the denominators below, first-order perturbation theory for $A$ mixes orbital $a$ into orbital $i$ with the amplitude
$$-\frac{F_{ai}}{\varepsilon_a-\varepsilon_i+b}.$$
The shift enlarges every denominator by the same amount. It shortens the rotations with small energy differences most strongly in proportion.

The level-shifted step is now identified as a global minimizer of the linearized energy plus $b/2$ times the squared distance to the previous projector, and for large $b$ it becomes a short steepest-descent step. It remains to find when the true energy falls and which states the iteration leaves unchanged, and to test the results on a two-site model and on water.
